# Fermi's density effect from the transverse dielectric response

**Q.** I am told that the electron density of a solid limits the stopping of a relativistic ion. But stopping is a sum over collisions with single electrons. Where could a collective property enter?

**A.** In the distant collisions, where many electrons respond to the ion's field at once and alter it. Let a heavy charge $Z_1$ move along $x$ at constant velocity $v=\beta c$ through a homogeneous, isotropic, non-magnetic medium with local dielectric function $\varepsilon(\omega)$. I use atomic units, Gaussian fields and the phase $e^{i(\mathbf k\cdot\mathbf r-\omega t)}$. The charge density is $\rho(\mathbf k,\omega)=2\pi Z_1\delta(\omega-k_xv)$, so $k_x=\omega/v$. With $q$ the wave number perpendicular to the path, $k^2=q^2+\omega^2/v^2$.

Gauss's law, $i\mathbf k\cdot\varepsilon\mathbf E=4\pi\rho$, fixes the longitudinal field:
$$E_{L,x}=-\frac{4\pi i\rho}{\varepsilon k^2}\frac{\omega}{v}.$$
Eliminating the magnetic field from the two curl equations gives the transverse field,
$$\left(k^2-\varepsilon\frac{\omega^2}{c^2}\right)\mathbf E_T=\frac{4\pi i\omega}{c^2}\mathbf j_T .$$
The $x$ component of the transverse current is $\rho v(1-k_x^2/k^2)=\rho vq^2/k^2$. Hence, with $D=k^2-\varepsilon\omega^2/c^2$,
$$E_{T,x}=4\pi i\rho\,\frac{\omega}{v}\,\frac{\beta^2q^2}{k^2D}.$$

**Q.** Those are fields. How do they become an energy loss, with the right factor?

**A.** The loss per length is $S=-Z_1E_x$ at the charge. In the inverse transform the delta function sets $\omega=k_xv$, and $d^3k=2\pi q\,dq\,d\omega/v$. The constants combine as $(2\pi)(4\pi)/(2\pi)^3=1/\pi$:
$$S=\frac{iZ_1^2}{\pi v^2}\int q\,dq\int_{-\infty}^{\infty}\omega\,d\omega\left[\frac1{\varepsilon k^2}-\frac{\beta^2q^2}{k^2D}\right].$$
Real fields require $\varepsilon(-\omega)=\varepsilon^*(\omega)$. The frequency integral of $\omega F$ is therefore $2i\int_0^\infty\omega\,\mathrm{Im}F\,d\omega$, and
$$S=\frac{2Z_1^2}{\pi v^2}\int q\,dq\int_0^\infty\omega\,d\omega\left[\frac{\mathrm{Im}(-1/\varepsilon)}{k^2}+\frac{\beta^2q^2}{k^2}\,\mathrm{Im}\frac1D\right].$$
In vacuum $D=q^2+\omega^2/(\gamma v)^2>0$, with $\gamma=(1-\beta^2)^{-1/2}$. Both terms then vanish, as they must for uniform motion.

**Q.** The first term looks like ordinary stopping. Does it contain the relativistic rise?

**A.** No. Cut the perpendicular momentum transfer at $q_c$, with $q_cv$ far above the excitation energies. Then
$$\int_0^{q_c}\frac{q\,dq}{q^2+\omega^2/v^2}=\frac12\ln\left(1+\frac{q_c^2v^2}{\omega^2}\right)\simeq\ln\frac{q_cv}{\omega}.$$
We need the weight of each frequency. Far above all resonances electrons respond as free ones, so $\varepsilon\to1-\omega_p^2/\omega^2$, where $\omega_p^2=4\pi n$ and $n$ counts all electrons. Close the integral of $\omega(1/\varepsilon-1)$ in the upper half plane, where $1/\varepsilon$ is analytic for a passive medium. The large arc gives $i\pi\omega_p^2$, so the real line gives $-i\pi\omega_p^2$, that is,
$$\int_0^\infty\omega\,\mathrm{Im}\left(-\frac1\varepsilon\right)d\omega=\frac{\pi}{2}\omega_p^2 .$$
Define the mean excitation energy by
$$\ln I=\frac{2}{\pi\omega_p^2}\int_0^\infty\omega\,\mathrm{Im}\left(-\frac1\varepsilon\right)\ln\omega\,d\omega,$$
and write $S=(Z_1^2\omega_p^2/v^2)\Lambda$. The longitudinal part is
$$\Lambda_L=\ln\frac{q_cv}{I}.$$
It has no factor $\gamma$. For transfers below $q_c$, the rise and any limit to it must lie in the transverse part.

**Q.** The transverse part needs a cutoff too, surely?

**A.** It converges by itself: at large $q$, $\mathrm{Im}(1/D)\simeq\omega^2\,\mathrm{Im}\,\varepsilon/(c^2q^4)$. I extend it to infinity and neglect the small remainder above $q_c$. Put $u=q^2v^2/\omega^2$ and $b=1-\beta^2\varepsilon$. Then $k^2=(\omega^2/v^2)(u+1)$, $D=(\omega^2/v^2)(u+b)$ and $q\,dq=\omega^2du/(2v^2)$. The $q$ integral becomes
$$\frac{\beta^2}{2}\,\mathrm{Im}\int_0^\infty\frac{u\,du}{(u+1)(u+b)},\qquad \frac{u}{(u+1)(u+b)}=\frac1{1-b}\left[\frac1{u+1}-\frac b{u+b}\right].$$
Up to a large limit $U$, the integral tends to $\ln U+b\ln b/(1-b)$. The first term is real and drops out. Since $1-b=\beta^2\varepsilon$, we have $b/(1-b)=(1/\varepsilon-\beta^2)/\beta^2$, and
$$\Lambda_T=\frac1{\pi\omega_p^2}\int_0^\infty\omega\,\mathrm{Im}\left[\left(\frac1\varepsilon-\beta^2\right)\ln(1-\beta^2\varepsilon)\right]d\omega .$$
For $\omega>0$ absorption makes $\mathrm{Im}\,b<0$, so the argument of $b$ lies between $-\pi$ and $0$.

**Q.** That integral depends on the whole absorption spectrum. How can anything general follow?

**A.** By turning the path of integration onto the imaginary axis. The Kramers–Kronig relation reads
$$\varepsilon(\omega)=1+\frac2\pi\int_0^\infty\frac{\omega'\,\mathrm{Im}\,\varepsilon(\omega')}{\omega'^2-\omega^2}d\omega'.$$
Inside the first quadrant $\mathrm{Im}\,\omega^2>0$, so $\mathrm{Im}\,\varepsilon>0$. Neither $\varepsilon$ nor $b$ vanishes there, and $\ln b$ is analytic. At $\omega=i\eta$, $\varepsilon$ is real, exceeds 1 and falls steadily towards 1. This also supplies the analyticity of $1/\varepsilon$ used above.

Call the bracket $G$. By Cauchy's theorem, the integral of $\omega G$ along the real axis to $R$ equals that along the imaginary axis to $iR$, minus that along the arc from $R$ to $iR$.

On the arc, with $R\gg\gamma\omega_p$ and the resonances,
$$\frac1\varepsilon-\beta^2\simeq\frac1{\gamma^2}+\frac{\omega_p^2}{\omega^2},\qquad \ln b\simeq-2\ln\gamma+\frac{\beta^2\gamma^2\omega_p^2}{\omega^2}.$$
Their product is
$$G\simeq-\frac{2\ln\gamma}{\gamma^2}+\frac{\omega_p^2}{\omega^2}(\beta^2-2\ln\gamma).$$
The constant term contributes a real number, because $\int\omega\,d\omega=-R^2$. The second contributes $i(\pi/2)\omega_p^2(\beta^2-2\ln\gamma)$. After the minus sign and division by $\pi\omega_p^2$, the arc supplies $\ln\gamma-\beta^2/2$.

On the imaginary axis $\omega\,d\omega=-\eta\,d\eta$. There $G$ is real unless $b<0$, which happens for $0<\eta<L$, with
$$\beta^2\varepsilon(iL)=1,$$
and $L=0$ if $\beta^2\varepsilon(0)\le1$. Approached from the first quadrant, negative $b$ has $\ln b=\ln|b|-i\pi$. This stretch gives $-\pi\int_0^L\eta(\beta^2-1/\varepsilon)d\eta$. Therefore
$$\Lambda_T=\ln\gamma-\frac{\beta^2}2-\frac\delta2,\qquad \frac\delta2=\frac1{\omega_p^2}\int_0^L\eta\left[\beta^2-\frac1{\varepsilon(i\eta)}\right]d\eta .$$
For $\eta<L$ the bracket is positive, so $\delta\ge0$: the correction lowers the loss.

**Q.** You call $\delta$ a density effect. Why not simply a dielectric effect?

**A.** Because dilution removes it. At fixed $\beta$, thin out an insulating medium without changing its atoms. Then $\varepsilon(0)\to1$, the condition $\beta^2\varepsilon(0)>1$ fails, and $\delta=0$. The full rise $\ln\gamma$ remains. Dilution also changes $I$, and with it $\Lambda_L$, but by an amount that does not depend on $\gamma$. The values without $\delta$ given below keep the solid's $I$, so they are not those of a dilute gas.

The free electron gas without damping is the opposite case. It has $\varepsilon=1-\omega_p^2/\omega^2$, hence $1-1/\varepsilon(i\eta)=\omega_p^2/(\eta^2+\omega_p^2)$ and $L=\beta\gamma\omega_p$. Writing $\beta^2-1/\varepsilon=(1-1/\varepsilon)-1/\gamma^2$,
$$\frac\delta2=\frac12\ln(1+\beta^2\gamma^2)-\frac{\beta^2}2=\ln\gamma-\frac{\beta^2}2 ,$$
because $1+\beta^2\gamma^2=\gamma^2$. Thus $\Lambda_T=0$ at every speed. The field agrees: $D=q^2+\omega^2/(\gamma v)^2+\omega_p^2/c^2$ is real and positive, so the transverse field has nothing to excite.

**Q.** Real electrons are bound. What happens to them as $\gamma$ grows without limit?

**A.** The condition for $L$ is equivalent to $\varepsilon(iL)-1=1/(\beta\gamma)^2$. Once $L$ is far above the deepest shell energy, the left side is $\omega_p^2/L^2$, so $L\to\beta\gamma\omega_p$. The Kramers–Kronig relation for $1/\varepsilon$ gives
$$1-\frac1{\varepsilon(i\eta)}=\frac2\pi\int_0^\infty\frac{\omega\,\mathrm{Im}(-1/\varepsilon(\omega))}{\omega^2+\eta^2}d\omega .$$
Multiply by $\eta$ and integrate to $L$. The inner integral is $\frac12\ln(1+L^2/\omega^2)\simeq\ln(L/\omega)$. The sum rule and the definition of $I$ turn the result into $\omega_p^2\ln(L/I)$. The remaining term is $-L^2/(2\gamma^2)=-\beta^2\omega_p^2/2$. So
$$\frac\delta2\to\ln\frac{\beta\gamma\omega_p}I-\frac{\beta^2}2,\qquad \Lambda_T\to\ln\frac I{\beta\omega_p}.$$
Adding the longitudinal part,
$$\Lambda=\Lambda_L+\Lambda_T\to\ln\frac{q_cv}I+\ln\frac I{\beta\omega_p}=\ln\frac{q_cc}{\omega_p}.$$
The mean excitation energy cancels. Without the density effect the result would be $\ln(\gamma q_cv/I)-\beta^2/2$. The density effect thus replaces $\gamma v/I$ by $c/\omega_p$ in the logarithm and cancels the term $-\beta^2/2$: a factor $\gamma$ disappears together with $I$.

**Q.** What does this mean in space? And can a local $\varepsilon$ be trusted there?

**A.** Above the resonances, $D$ has the form just written for the electron gas. In vacuum the field at frequency $\omega$ reaches out to $\gamma v/\omega$, which grows with energy. In the medium the term $\omega_p^2/c^2$ limits the reach at these frequencies to about $c/\omega_p$, which is 6.35 nm for silicon. Between the resonances, where fewer electrons respond as free ones, the reach can be longer. The medium alters the field only up to $\omega\sim\gamma\omega_p$. In that range both lengths are many times the atomic size, so a local response is reasonable for the part of the loss that is removed.

A comparison at $\gamma=10^5$ supports this reading. Take transfers below $0.1\,\omega_p/c$, with the solid's $\omega_p$ in both cases. In the silicon model introduced below they carry 0.03% of the transverse loss. In a gas of the same oscillators, with the density lowered by $10^{16}$, they carry 64%.

**Q.** You have hidden the close collisions behind $q_c$. Does the total stopping saturate as well?

**A.** No. View a close collision in the ion's rest frame, where a free electron of momentum $p=\gamma v$ scatters through angle $\theta$ from a fixed Coulomb field. To first Born order, with momentum transfer $Q=2p\sin(\theta/2)$,
$$\frac{d\sigma}{d\Omega}=\left(\frac\gamma{2\pi}\right)^2\left(\frac{4\pi Z_1}{Q^2}\right)^2F .$$
The factor $F$ is the squared overlap of the Dirac spinors, averaged over initial and summed over final spins. With projectors $\frac12(1+H/E)$ for the free Hamiltonian $H$, half the trace of their product is
$$F=\frac12\left(1+\beta^2\cos\theta+\frac1{\gamma^2}\right)=1-\beta^2\sin^2\frac\theta2 .$$
In the laboratory the electron starts at rest and gains energy $W$. The invariant square of the four-momentum transfer is $-2W$ there and $-Q^2$ in the ion's frame, so $Q^2=2W$. Thus $W=W_{\max}\sin^2(\theta/2)$ with $W_{\max}=2\gamma^2v^2$, and $d\Omega=2\pi\,dW/p^2$:
$$d\sigma=\frac{2\pi Z_1^2}{v^2W^2}\left(1-\beta^2\frac W{W_{\max}}\right)dW .$$
Multiply by $nW$, use $n=\omega_p^2/4\pi$, and integrate from $W_c$:
$$\Lambda_{\rm close}=\frac12\left[\ln\frac{W_{\max}}{W_c}-\beta^2\left(1-\frac{W_c}{W_{\max}}\right)\right].$$
The perpendicular momentum obeys $q^2=p^2\sin^2\theta=2W(1-W/W_{\max})$. For $W_c\ll W_{\max}$ the two regions therefore join at $q_c^2=2W_c$, and $\frac12\ln(W_{\max}/W_c)=\ln(2\gamma v/q_c)$. The sum is
$$\Lambda_{\rm total}=\ln\frac{2\gamma^2v^2}I-\beta^2-\frac\delta2\;\to\;\ln\frac{2\gamma c^2}{\omega_p}-\frac12 .$$
Here too $\omega_p$ replaces $I$, but one factor $\gamma$ survives, because the largest energy transfer keeps growing. A stopping restricted to transfers below a fixed cut does saturate.

**Q.** Is there really one $q_c$ that suits both a tightly bound and a loosely bound electron?

**A.** Here I rely on the Bethe sum rule of non-relativistic theory: at each momentum transfer, the energy-weighted excitation strength per electron is the same whether it is bound or free. Relativistic corrections to this equality are of the order of the squared ratio of the bound electron's speed to $c$, about 1% for silicon's K electrons. Both descriptions then give $d\Lambda=dq/q$ near the join, and the cut can be moved. The neglected shell corrections are of the order of the squared ratio of electron speed to ion speed. For silicon and $\beta\approx1$, the K electrons, one seventh of the total with a kinetic energy of about 2.5 keV each, give about 0.0014 in $\Lambda$, and all shells together about 0.002.

**Q.** Then show me numbers for a case that someone builds.

**A.** Take protons crossing a silicon tracking sensor 300 µm thick. I set the lattice constant of the model to 0.543 nm. With 8 atoms of 14 electrons per cell this gives $n=112/0.543^3\approx699.5$ nm$^{-3}$ and $\hbar\omega_p=31.06$ eV. For the binding I use
$$\varepsilon(\omega)=1+\omega_p^2\sum_i\frac{f_i}{\omega_i^2-\omega^2-i\Gamma_i\omega}$$
with round parameters. The K, L and valence electrons have $f_i=2/14,\ 8/14,\ 4/14$, resonances at 3700, 250 and 5 eV, and widths of 400, 50 and 4 eV. The model gives $I=200.7$ eV and $\varepsilon(0)=12.03$. Here and below, digits beyond the second serve comparisons within the model; they are not predictions for real silicon.

The density effect starts at $\beta=1/\sqrt{12.03}=0.288$, a proton energy of 41.6 MeV. In this model it is absent at the keV to few-MeV energies of ion implantation.

I cut at knock-on electrons of 100 keV, so $q_cc=\sqrt{2mc^2W_c}=319.7$ keV. In engineering units the prefactor at $\beta=1$ is $\alpha(\hbar\omega_p)^2/(\hbar c)=0.0357$ eV/nm, where $\alpha$ is the fine-structure constant. At $\gamma=100$,
$$\Lambda=\ln\frac{100\times319\,700}{200.7}-0.5-2.327=9.15,$$
which gives 0.3265 eV/nm. Dropping $\delta/2=2.327$ would give 0.4095 eV/nm. With the cut held fixed:

| $\gamma$ | $\delta/2$ | limiting form | $S$ (eV/nm) | $S$ without $\delta$ |
|---|---|---|---|---|
| 3 | 0.155 | −1.271 | 0.3136 | 0.3198 |
| 10 | 0.575 | −0.063 | 0.3099 | 0.3306 |
| 100 | 2.327 | 2.239 | 0.3265 | 0.4095 |
| 1000 | 4.546 | 4.542 | 0.3294 | 0.4916 |

The plateau is $0.0357\times\ln(319\,700/31.06)=0.0357\times9.239=0.330$ eV/nm, or 3.30 MeV/cm.

**Q.** The limiting form is negative at $\gamma=3$, yet you said $\delta\ge0$. And why does the stopping first fall?

**A.** The limiting form needs $L$ far above every resonance. At $\gamma=3$, $L$ is 46 eV, below the L-shell resonance. At $\gamma=100$ it is 2.9 keV, still below the K resonance, and the form is off by 0.09. At $\gamma=1000$, $L$ is 31 keV and the difference is 0.004.

The fall from $\gamma=3$ to 10 comes from the prefactor $1/\beta^2$, which drops from 1.125 to 1.010, slightly more than the logarithm gains. The fall is not steady: the stopping passes through a minimum in between, with 0.304 eV/nm at $\gamma=5$.

**Q.** Perhaps $I$ cancels because of your particular oscillators.

**A.** The derivation did not use them, but the point can be tested. Doubling all three resonance energies at fixed density and widths raises $I$ from 200.7 to 319.9 eV. At $\gamma=10^6$ the real-frequency integral for both media agrees with $\ln(q_cc/\omega_p)=9.2393$ to within $10^{-4}$. The contour step was tested separately: for six values of $\gamma$ from 1.02 to $10^6$, the two forms of $\Lambda_T$ differ by at most $7.4\times10^{-8}$.

**Q.** Would a real sensor record that plateau?

**A.** Not as a single number. Over 300 µm the plateau means 98.9 keV lost in transfers below the cut. The variance, $nt\int W^2d\sigma$ for thickness $t$, is half the prefactor times $W_ct$. Its root is 23 keV, so individual signals scatter widely. The distribution is skewed by rare hard collisions: with the $1/W^2$ spectrum cut at 100 keV its peak lies near 85 keV, well below the mean. The cut stands for electrons that stay in the sensor, which is a crude description of their escape. A factor of 2 in the cut shifts $\Lambda$ by $\frac12\ln2=0.35$, about 4% of the plateau.

The model's $I$ is also high: the accepted value for silicon is roughly 170 eV. This shifts $\Lambda$ by up to about 0.17 where $\delta$ is small, but not on the plateau. Two smaller points concern the cut and the light:

- The restricted values omit the term $\beta^2W_c/(2W_{\max})$, which is 0.005 in $\Lambda$ at $\gamma=3$ and smaller at higher $\gamma$.
- Where the medium is transparent and $b<0$, $\ln b$ contributes $-i\pi$, and $\Lambda_T$ contains the Cherenkov light $\omega_p^{-2}\int\omega(\beta^2-1/\varepsilon)d\omega$. Below a gap of roughly 1.1 eV this light frees no charge in pure silicon and is missing from the signal. With $\varepsilon\approx\varepsilon(0)$ and $\beta\approx1$ it amounts to only 0.0006 in $\Lambda$.

**Q.** And where does the theory itself give way at high energy?

**A.** One condition holds at every energy: the results are of lowest order in the ion's field, which requires $Z_1\alpha/\beta\ll1$. A fast proton satisfies this; a heavy bare nucleus does not. Radiative losses, such as bremsstrahlung and pair production, are not included anywhere above. At high energy two further limits can be estimated. First, the ion is not infinitely heavy. For ion mass $M$ and electron mass $m$, the centre-of-mass momentum is smaller than $\gamma mv$ by the factor $(1+2\gamma m/M+m^2/M^2)^{1/2}$, and $W_{\max}$ is smaller by its square. For a proton the smaller $W_{\max}$ alone, without the effect of the proton's spin, lowers the total logarithm by 0.05 at $\gamma=100$ and 0.37 at $\gamma=1000$. At $\gamma=1000$ the hardest collisions also resolve the proton's finite size, which the point charge ignores and which lowers the total further. The restricted plateau is unaffected while $W_{\max}$ stays far above the cut.

Second, the medium was taken as endless. The medium alters the ion's field up to $\omega\sim\gamma\omega_p$, where the terms $\omega^2/(\gamma v)^2$ and $\omega_p^2/c^2$ in $D$ become equal. At these highest frequencies the ion's field and a free wave in the medium differ in wave number by
$$\frac\omega v-\frac{\sqrt{\omega^2-\omega_p^2}}c\simeq\frac\omega{2c}\left(\frac1{\gamma^2}+\frac{\omega_p^2}{\omega^2}\right)\sim\frac{\omega_p}{\gamma c}.$$
This part of the field therefore needs a path of about $\gamma c/\omega_p$ to settle after entering the solid. At $\gamma=1000$ this is 6.35 µm, small beside 300 µm. It grows in proportion to $\gamma$, and when it is comparable with the thickness, the surfaces must be included at these frequencies. At a fixed frequency well above the resonances but far below $\gamma\omega_p$, the second term in the bracket dominates, and the path is only about $2\omega c/\omega_p^2$, whatever the value of $\gamma$. For silicon at 8 keV this is about 3 µm.

## Values computed for the example and the checks

```
lattice constant (rough): 0.543 nm
electron density: 699.5 per nm^3
K: fraction 0.1429, resonance 3700 eV, width 400 eV
L: fraction 0.5714, resonance 250 eV, width 50 eV
valence: fraction 0.2857, resonance 5 eV, width 4 eV
plasma energy: 31.06 eV
mean excitation energy I: 200.7 eV
I with doubled resonances: 319.9 eV
I of the dilute gas: 152.8 eV
static dielectric constant of model: 12.03
density-effect threshold: beta 0.288
threshold proton energy: 41.6 MeV
screening length c/wp: 6.35 nm
knock-on cut: 100 keV; qc*c: 319.7 keV
ln(I/wp): 1.8659
transverse number at gamma 1e6: 1.8659
longitudinal number at beta 1: 7.3736
plateau number ln(qc c/wp): 9.2393
largest real/imaginary axis difference: 7.4e-08
loss share q<0.1wp/c, gamma 1e5, solid: 0.00031
loss share q<0.1wp/c, gamma 1e5, gas: 0.643
join energy for the total loss: 10 keV
stopping unit at beta 1: 0.03567 eV/nm
gamma 3: proton energy 1.88 GeV, L 46.4 eV
  delta/2 0.1550, limiting form -1.2706
  stopping 0.3136 eV/nm, without density effect 0.3198 eV/nm
gamma 10: proton energy 8.44 GeV, L 220.3 eV
  delta/2 0.5748, limiting form -0.0634
  stopping 0.3099 eV/nm, without density effect 0.3306 eV/nm
gamma 100: proton energy 92.89 GeV, L 2939.2 eV
  delta/2 2.3266, limiting form 2.2393
  stopping 0.3265 eV/nm, without density effect 0.4095 eV/nm
gamma 1000: proton energy 937.33 GeV, L 30983.3 eV
  delta/2 4.5456, limiting form 4.5418
  stopping 0.3294 eV/nm, without density effect 0.4916 eV/nm
plateau stopping: 0.3296 eV/nm = 3.296 MeV/cm
plateau loss in 300 um: 98.9 keV
neglected effects (numbers compare with the plateau number):
  proton recoil, total loss only, gamma 100: 0.052
  proton recoil, total loss only, gamma 1000: 0.368
  spin/recoil term at the cut, gamma 3: 0.0054
  cut changed by factor 2: 0.347
  shell correction, order of: 0.0010
  light below the gap: 0.00058
  Bloch correction for a proton: 6.4e-05
  rms loss fluctuation below the cut: 23.1 keV
  formation length, gamma 1000: 6.35 um
  relative density change for 60 K: 4.7e-04
```
